# Why more valence-state weight raises the charge neutrality level

**Question.** An insulating oxide in a gate stack touches a metal. The oxide has a filled valence band and an empty conduction band, both narrow. Its charge neutrality level is the Fermi energy, inside the gap, at which the contact leaves the oxide with no net charge. Suppose the band centres stay where they are, but the valence band acquires more states relative to the conduction band. Why does the charge neutrality level move up, and by how much?

**Answer.**

## What a contact does to one level

The electrons are treated as independent, states are counted per spin, and the algebra is in atomic units. The reference is the isolated oxide with a full valence band and an empty conduction band, which is neutral.

Take first one oxide state of energy $\varepsilon$, coupled by matrix elements $V_k$ to metal states of energy $\varepsilon_k$. Its retarded Green function is

$$G(E)=\frac{1}{E-\varepsilon-\Sigma(E)},\qquad \Sigma(E)=\sum_k\frac{|V_k|^2}{E+i0-\varepsilon_k}.$$

Let the metal band be continuous, with constant density of states $\rho$ and constant coupling $V$, and let it extend equally far above and below the Fermi energy, much farther than any oxide energy. The contributions to the real part of $\Sigma$ from above and below then cancel. The imaginary part is $-\pi\rho V^2$. Hence $\Sigma=-i\Gamma$ with $\Gamma=\pi\rho V^2$, and the sharp level becomes a Lorentzian,

$$-\frac1\pi\,\mathrm{Im}\,G(E)=\frac1\pi\,\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2}.$$

Put the Fermi energy $E_F$ in the gap, and let $E_v$ and $E_c$ be the two band centres. Define the positive distances $x=E_F-E_v$ and $y=E_c-E_F$.

A valence state was full. After contact, the part of its Lorentzian above $E_F$ is empty, so it has lost

$$\frac1\pi\int_x^\infty\frac{\Gamma\,du}{u^2+\Gamma^2}=\frac1\pi\left[\frac\pi2-\arctan\frac x\Gamma\right]=\frac1\pi\arctan\frac{\Gamma}{x}$$

electrons. A conduction state was empty. The part of its Lorentzian below $E_F$ is now filled, and by the same integral it has gained $(1/\pi)\arctan(\Gamma/y)$ electrons.

This is the mechanism. Every valence state gives up a little charge and every conduction state takes up a little. At midgap, $x=y$, and one loss equals one gain. If there are more valence states than conduction states, the losses win and the oxide is positively charged. Raising $E_F$ makes $x$ larger, which reduces each loss, and $y$ smaller, which increases each gain. Neutrality is therefore restored at a higher Fermi energy.

## The Green function as a charge balance

Let $N_v$ valence and $N_c$ conduction states each couple to the metal through a separate channel with the same $\Gamma$. The added number of electrons is

$$\Delta N=\frac1\pi\left[N_c\arctan\frac\Gamma y-N_v\arctan\frac\Gamma x\right].$$

For weak coupling, $\Gamma\ll x,y$, each arctangent may be replaced by its argument:

$$\Delta N\simeq-\frac\Gamma\pi\left[\frac{N_v}{x}-\frac{N_c}{y}\right]=-\frac\Gamma\pi\,G(E_F),\qquad G(E)=\frac{N_v}{E-E_v}+\frac{N_c}{E-E_c}.$$

The sign of the second term follows from $E_F-E_c=-y$. From here on $G$ denotes this two-band Green function, and its zero is the point of neutrality.

Setting $G(E_0)=0$ and multiplying by $(E_0-E_v)(E_0-E_c)$ gives

$$N_v(E_0-E_c)+N_c(E_0-E_v)=0.$$

Collecting the terms in $E_0$,

$$E_0=\frac{N_vE_c+N_cE_v}{N_v+N_c}.$$

The valence weight multiplies the *conduction* energy because neutrality requires $x/y=N_v/N_c$: the heavier band must be kept farther away.

There is one such point in the gap. The derivative

$$G'(E)=-\frac{N_v}{(E-E_v)^2}-\frac{N_c}{(E-E_c)^2}$$

is negative, and $G$ falls from $+\infty$ just above $E_v$ to $-\infty$ just below $E_c$. Consequently $\Delta N$ rises with $E_F$: below $E_0$ the oxide is short of electrons, above $E_0$ it has an excess.

With $r=N_v/N_c$ and $D=E_c-E_v$, the level is $E_0=E_v+D\,r/(1+r)$, and

$$\frac{dE_0}{dr}=D\,\frac{(1+r)-r}{(1+r)^2}=\frac{D}{(1+r)^2}>0 .$$

Equal weights put $E_0$ at midgap. As $r\to0$ it approaches $E_v$, and as $r\to\infty$ it approaches $E_c$. Near those limits a band can no longer be treated as narrow compared with its distance from $E_0$.

The derivative holds the band centres fixed. If they change too, differentiating $E_0=(E_v+rE_c)/(1+r)$ gives

$$dE_0=\frac{D}{(1+r)^2}\,dr+\frac{dE_v+r\,dE_c}{1+r}.$$

A lower conduction band can therefore cancel the effect of a larger valence weight. The weight ratio alone does not order real oxides.

## Contact through one orbital, at any coupling

A metal may instead touch the oxide through a single orbital $\phi$ that contains both valence and conduction states. Let $P_v$ and $P_c$ project on the two bands, and let $w_v=\langle\phi|P_v|\phi\rangle$ and $w_c=1-w_v$. With $G_0=(E-H)^{-1}$ for the isolated oxide,

$$g(E)=\langle\phi|G_0|\phi\rangle=\frac{w_v}{E-E_v}+\frac{w_c}{E-E_c}.$$

The contact adds $\Sigma|\phi\rangle\langle\phi|$ to $H$. Summing the repeated scattering gives the new Green function

$$\tilde G=G_0+G_0|\phi\rangle\frac{\Sigma}{1-\Sigma g}\langle\phi|G_0 .$$

Its trace requires $\langle\phi|G_0^2|\phi\rangle$, which equals $-g'$ because $dG_0/dE=-G_0^2$. Since $\Sigma=-i\Gamma$ is constant,

$$\mathrm{Tr}(\tilde G-G_0)=\frac{-\Sigma g'}{1-\Sigma g}=\frac{d}{dE}\ln(1+i\Gamma g).$$

The change in the density of states is $-1/\pi$ times the imaginary part. Integrating up to $E_F$, with $g\to0$ at $E\to-\infty$, gives

$$\Delta N=-\frac1\pi\arg\left[1+i\Gamma g(E_F)\right]=-\frac1\pi\arctan\left[\Gamma g(E_F)\right].$$

No multiple of $2\pi$ is lost in the phase. A retarded $g$ has $\mathrm{Im}\,g\le0$, so the real part of $1+i\Gamma g$ is $1-\Gamma\,\mathrm{Im}\,g\ge1$ along the whole path, and the phase stays between $-\pi/2$ and $\pi/2$. In the gap $g$ is real, which gives the arctangent.

Within this model the charge vanishes where $g=0$, whatever the value of $\Gamma$. The strength of the contact sets how much charge flows when $E_F\neq E_0$, but not where the flow stops. This relies on a constant $\Sigma$, that is, on the very wide metal band. For levels at 0 and 8 eV with weights 9:5, where $g=0$ at 5.14 eV, a flat metal band reaching 10 eV on each side of $E_F$ puts the neutral point at 4.91, 4.93 and 4.98 eV for $\Gamma=0.2$, 1 and 3 eV.

For several orbitals $i$, each with its own metal channel and coupling $\Gamma_i$, the same steps with matrices give

$$\Delta N=-\frac1\pi\,\mathrm{Im}\ln\det(1+i\boldsymbol\Gamma\mathbf g)\simeq-\frac1\pi\sum_i\Gamma_i\,g_{ii}.$$

The last form comes from $\ln\det=\mathrm{Tr}\ln$ and $\ln(1+iA)=iA+A^2/2-iA^3/3+\dots$. The quadratic term has a real trace and drops out, so the first correction is cubic in the coupling. The weights in $G$ are then $\sum_i\Gamma_i(P_v)_{ii}$ and $\sum_i\Gamma_i(P_c)_{ii}$. If every oxide orbital is coupled with the same $\Gamma$, they reduce to $\Gamma N_v$ and $\Gamma N_c$, and the common factor does not affect the zero. "Weight" thus means weight as seen by the contact.

## The same level seen in orbitals

Consider a cell with an orbital $a$ that touches the metal and an orbital $b$ that does not, with energies $\varepsilon_a,\varepsilon_b$ and hopping $t$. Inverting the two-by-two matrix $E-H$ gives

$$g_{aa}(E)=\frac{E-\varepsilon_b}{(E-\varepsilon_a)(E-\varepsilon_b)-t^2}.$$

The zero is at $\varepsilon_b$, the energy of the *other* orbital. This agrees with the formula for $E_0$. The mean energy of $a$ is $\varepsilon_a=w_vE_v+w_cE_c$, and the trace of $H$ gives $\varepsilon_a+\varepsilon_b=E_v+E_c$. Subtracting, $\varepsilon_b=w_vE_c+w_cE_v$.

For $\varepsilon_a=2.0$ eV, $\varepsilon_b=5.5$ eV and $t=1.7$ eV, orbital $a$ has valence weight 0.859, and the neutrality level for contact through $a$ is 5.5 eV. A contact orbital that is mostly valence-like is low in energy, so its partner, and with it the neutrality level, is high.

## Are the gap states half valence and half conduction at $E_0$?

Only for equal weights. Projecting $\tilde G$ on the valence band in the gap, where $P_vG_0=P_v/x$, gives the density

$$-\frac1\pi\,\mathrm{Im}\left[\frac{-i\Gamma}{1+i\Gamma g}\,\frac{w_v}{x^2}\right]=\frac{\Gamma}{\pi}\,\frac{1}{1+\Gamma^2g^2}\,\frac{w_v}{x^2}.$$

The conduction part has $w_c/y^2$ in place of $w_v/x^2$. At $E_0$, $x/y=w_v/w_c$, so the ratio of valence to conduction character is

$$\frac{w_v}{w_c}\,\frac{y^2}{x^2}=\frac{w_c}{w_v}.$$

For weights 9:5 this is $5/9=0.556$, and diagonalization with a discrete metal gives 0.555. When valence weight dominates, the gap states at $E_0$ are mainly conduction-like. Neutrality balances the integrated tails, which fall as $1/x$ and $1/y$. Local character compares densities, which fall as $1/x^2$ and $1/y^2$.

## Finite band width and stronger coupling

Let the valence band have energies $E_v+u$ with mean $\overline u=0$ and variance $\overline{u^2}=m_v$. Expanding $1/(x-u)=1/x+u/x^2+u^2/x^3+\dots$ and averaging replaces $N_v/x$ by $(N_v/x)(1+m_v/x^2)$. The conduction term becomes $(N_c/y)(1+m_c/y^2)$ in the same way.

Write the new zero as $E_0+\delta$, and let $x,y$ now be the distances at $E_0$, where $N_v/x=N_c/y=S$. A shift $\delta$ changes $N_v/x-N_c/y$ by $-(N_v/x^2+N_c/y^2)\delta=-S(1/x+1/y)\delta$. To leading order the condition is

$$-S\left(\frac1x+\frac1y\right)\delta+S\left(\frac{m_v}{x^2}-\frac{m_c}{y^2}\right)=0,
\qquad
\delta=\frac{m_v/x^2-m_c/y^2}{1/x+1/y}.$$

To this order, with equal variances, the nearer band has the larger effect, and it pushes the level back towards midgap. For asymmetric band shapes the next moment also contributes, and it can outweigh this shift when the two weights are nearly equal.

Stronger coupling works in the opposite direction when all states couple equally. From $\arctan z\simeq z-z^3/3$, the balance contains $(N_v/x)(1-\Gamma^2/3x^2)$ and $(N_c/y)(1-\Gamma^2/3y^2)$. This is the previous problem with both variances replaced by $-\Gamma^2/3$, so

$$\delta=\frac{\Gamma^2}{3}\,\frac{1/y^2-1/x^2}{1/x+1/y}=\frac{\Gamma^2}{3}\left(\frac1y-\frac1x\right).$$

The *direction* of the effect does not rely on these expansions. In each case the balance reads $r\,a(E)-b(E)=0$, where $a$ is the positive valence contribution, decreasing with $E$, and $b$ is the positive conduction contribution, increasing with $E$. Differentiating along the solution gives $dE/dr=a/(b'-ra')>0$.

A solution in the gap may, however, cease to exist. For sharp, equally coupled levels with $r>1$, let $E_F$ approach $E_c$. The conduction gain tends to $N_c/2$ and the valence loss to $(N_v/\pi)\arctan(\Gamma/D)$. A neutral point in the gap requires the gain to exceed the loss there, so $\arctan(\Gamma/D)<\pi/(2r)$. For any nonzero $\Gamma$ this fails once $r$ is large enough. The limiting ratio is $r=2$ for $\Gamma=D$ and about $\pi D/(2\Gamma)$ for $\Gamma\ll D$. Bands with square-root edges have a finite $G$ at the edge, so the zero can leave the gap even at weak coupling: for semicircular bands with centres 8 eV apart this happens at $r\approx14$ for a width of 2 eV and at $r\approx6$ for a width of 4 eV.

## Numbers

Take $E_v=0$ and $E_c=8$ eV, with rectangular bands 2 eV wide. The edges are at 1 and 7 eV and the gap is 6 eV. For the weights, count three p orbitals per oxygen and five d orbitals per metal atom M. This gives 9:10 for M₂O₃, 6:5 for MO₂ and 9:5 for AMO₃, with the states of A left out. These are counting models with common band positions, not calculations of particular oxides.

**The charge balance for 9:5.** Here and in the next example the band width is neglected, so every state lies at its band centre. Let $\Gamma=0.2$ eV for every state. At midgap, $x=y=4$ eV, and each loss and each gain is 0.0159 electrons. Nine valence states lose 0.1431 and five conduction states gain 0.0795, a deficit of 0.0636 electrons. The formula places neutrality at

$$E_0=\frac{9\times8+5\times0}{14}\ \text{eV}=5.143\ \text{eV},$$

or 0.1890 hartree. There each valence state loses only 0.0124 electrons and each conduction state gains 0.0222. From the arctangents the totals are 0.11135 lost and 0.11123 gained. The remaining deficit of 0.00013 electrons is the cubic term in the arctangents: it is about eight times its value at $\Gamma=0.1$ eV. The discrete metal of the diagonalization reproduces these totals only to about $10^{-4}$.

**One contact orbital with the same weights.** At $E_F=3$ eV the added charge is $-0.0091$ electrons for $\Gamma=0.2$ eV and $-0.0452$ for $\Gamma=1$ eV (the discrete metal of the diagonalization gives $-0.0451$). At $E_F=E_0$ it is zero to four decimals in both cases. The charge grows about fivefold, while the neutral point stays in place.

**The three weight ratios.** The fourth column is the zero of $G$ integrated over the rectangular bands.

| Model | $r$ | $E_0$, narrow (eV) | Level, finite width (eV) |
|---|---|---|---|
| M₂O₃ | 0.90 | 3.789 | 3.798 |
| MO₂ | 1.20 | 4.364 | 4.348 |
| AMO₃ | 1.80 | 5.143 | 5.090 |

A rectangular band of width $B$ has variance $B^2/12=0.333$ eV². For AMO₃, with $x=5.143$ eV and $y=2.857$ eV, the width formula gives a shift of $-0.052$ eV, against $-0.053$ eV from the tabulated levels. Finite width moves all three levels towards midgap at 4 eV and leaves their order unchanged. With $\Gamma=0.5$ eV for every state, the narrow-band AMO₃ level would lie 0.013 eV above its weak-coupling value $E_0$.

The slope at $r=1.8$ is $8/(2.8)^2=1.02$ eV per unit of $r$. Within this model, that is large enough for the weight ratio to matter on the scale of a band offset.

These values assume a metal band far wider than the oxide energies, which a real metal need not provide. If the flat band ends $W_+$ above and $W_-$ below $E_F$, the weak-coupling loss per valence state is $(\Gamma/\pi)[1/x-1/(x+W_+)]$ and the gain per conduction state is $(\Gamma/\pi)[1/y-1/(y+W_-)]$. For $W_\pm=10$ eV the three narrow-band levels become 3.84, 4.28 and 4.90 eV. For $W_-=6$ eV and $W_+=30$ eV they become 4.42, 4.86 and 5.44 eV. The order is unchanged, but the positions move by up to 0.6 eV and the spacing between AMO₃ and MO₂ drops from 0.78 to about 0.6 eV.

**Barriers.** When $E_F$ differs from the neutrality level, the transferred charge sets up an interface dipole that shifts the oxide bands so as to reduce the difference. If this response is strong enough to hold $E_F$ at the neutrality level, the contact is fully pinned. The electron barrier is then the conduction edge minus that level. For MO₂ it is $7-4.348=2.65$ eV, and for AMO₃ it is $7-5.090=1.91$ eV. The hole barrier rises correspondingly from 3.35 to 4.09 eV. At full pinning the extra valence weight costs about 0.74 eV of electron barrier, although the gap is the same. The charges found above are too small for full pinning. With $\Gamma=0.2$ eV, both spins, one cell per 15 Å², a dipole layer 2 Å thick and an unscreened barrier of 2.5 eV, the difference is 0.55 eV for a layer permittivity of 1 and 0.31 eV for a permittivity of 4.

With weaker pinning the difference between the barriers also depends on the initial band alignment and on the strength of the dipole response. Charged defects and polar interface bonds, both absent here, would add dipoles of their own. The numerical output below lists the values used.

## Computed values

```
band centres Ev, Ec: 0.0, 8.0 eV
width of each band: 2.0 eV
band edges: 1.0, 7.0 eV; gap 6.0 eV
One contact orbital, weights 9:5, added electrons:
 gamma 0.2 eV, E_F = 3.0 eV: -0.0091
 gamma 0.2 eV, E_F = E0: 0.0000 (magnitude)
 gamma 0.2 eV, E_F = 6.5 eV: 0.0089
 gamma 1.0 eV, E_F = 3.0 eV: -0.0451
 gamma 1.0 eV, E_F = E0: 0.0000 (magnitude)
 gamma 1.0 eV, E_F = 6.5 eV: 0.0439
valence/conduction character at E0: 0.555
orbital pair: a 2.0, b 5.5, hopping 1.7 eV
 valence weight on a: 0.8586
 CNL for contact through a: 5.5000 eV
Five channels, unequal couplings, E_F = 3.0 eV:
 added electrons, diagonalization: -0.0456
 added electrons, weak-coupling law: -0.0459
Equal coupling, gamma 0.2 eV, nine valence, five conduction:
 midgap: lost per valence state 0.01590 electrons
 midgap: gained per conduction state 0.01590 electrons
 midgap: total lost 0.1431, gained 0.0795
 midgap: net -0.0636 electrons
 E0: lost per valence state 0.01237 electrons
 E0: gained per conduction state 0.02224 electrons
 E0: total lost 0.1113, gained 0.1112
 E0: net -0.0002 electrons
shift of CNL at gamma 0.5 eV, from tails: 0.0129 eV
 same, from formula: 0.0130 eV
CNL from orbital counts:
 M2O3 9:10, ratio 0.90
  narrow-band E0: 3.789 eV = 0.1393 hartree
  finite-width CNL: 3.798 eV; shift formula 0.0088 eV
  pinned electron barrier: 3.202 eV
  pinned hole barrier: 2.798 eV
 MO2 6:5, ratio 1.20
  narrow-band E0: 4.364 eV = 0.1604 hartree
  finite-width CNL: 4.348 eV; shift formula -0.0153 eV
  pinned electron barrier: 2.652 eV
  pinned hole barrier: 3.348 eV
 AMO3 9:5, ratio 1.80
  narrow-band E0: 5.143 eV = 0.1890 hartree
  finite-width CNL: 5.090 eV; shift formula -0.0519 eV
  pinned electron barrier: 1.910 eV
  pinned hole barrier: 4.090 eV
slope dE0/d(Nv/Nc) at 9:5: 1.020 eV
```
